# Mean Free Path of a Trace Gas: Trimethylaluminium in Argon

## Problem

In one form of atomic layer deposition, a small amount of precursor vapour is carried to the wafer by an inert gas. Let the precursor molecules have mass $M$, and let the carrier molecules have mass $m$ and number density $n$. The mixture has one temperature $T$ and no bulk motion, and the velocities of both species follow Maxwell distributions. A collision occurs when the centres of a precursor and a carrier molecule come within a distance $d$, so the collision cross-section is $\sigma=\pi d^2$ at every speed. The precursor is so dilute that its molecules do not meet one another.

The mean free path $\lambda$ is the distance that a precursor molecule travels over a long time, divided by the number of its collisions in that time.

**(a)** Find the mean free path $\lambda_0$ that the precursor would have if the carrier molecules were held at rest.

**(b)** Show that the motion of the carriers shortens it to
$$
\lambda=\frac{\lambda_0}{\sqrt{1+M/m}} .
$$
Explain the limits of light and heavy precursor molecules.

**(c)** Evaluate both lengths for trimethylaluminium, $\mathrm{Al(CH_3)_3}$, in argon at 1.0 Torr and 473 K. Take rough hard-sphere diameters of 0.60 nm and 0.36 nm. Compare the result with a reactor gap of 10 mm and a trench 100 nm wide.

**(d)** Suppose that the cross-section falls with the relative speed $g$ as $\sigma=Cg^{-a}$, where $C$ and $a<1$ are constants. What replaces the factor $\sqrt{1+M/m}$? Evaluate it for $a=0.6$.

**(e)** Estimate how far the other simplifications affect the numbers in (c).

## Solution

### (a) Carriers at rest

Follow a precursor molecule along a straight piece of its path. While it advances by $ds$, its collision disc of area $\sigma$ sweeps the volume $\sigma\,ds$. The carriers are placed at random with density $n$, so the probability of a collision in this interval is $n\sigma\,ds$.

Let $P(s)$ be the probability that the molecule has travelled a distance $s$ without a collision. Then
$$
\frac{dP}{ds}=-n\sigma P,\qquad P(0)=1,\qquad P(s)=e^{-n\sigma s}.
$$
The probability that the free flight ends between $s$ and $s+ds$ is $n\sigma e^{-n\sigma s}ds$. Its mean length is therefore
$$
\lambda_0=\int_0^\infty s\,n\sigma e^{-n\sigma s}\,ds=\frac{1}{n\sigma}.
$$
The speed has dropped out. A fast molecule collides more often than a slow one, but it covers the same distance between collisions. No average over speeds is needed here.

### (b) Carriers in motion

**The collision rate.** Let the precursor molecule have velocity $\mathbf v$, and consider first the carriers whose velocity is $\mathbf u$. In the frame in which these carriers are at rest, the precursor molecule moves with the relative velocity
$$
\mathbf g=\mathbf v-\mathbf u .
$$
In a time $dt$ it sweeps the volume $\sigma g\,dt$ among them, where $g=|\mathbf g|$. Adding the contributions of all carrier velocities gives the collision rate of a molecule with speed $v$,
$$
\nu(v)=n\sigma\,\big\langle|\mathbf v-\mathbf u|\big\rangle_{\mathbf u}.
$$
The subscript says that the average is over carrier velocities. The result depends only on the magnitude of $\mathbf v$, because the carriers have no preferred direction.

The swept volume is measured with $g$, but the path asked for is measured in the laboratory, where it grows at the rate $v$. This difference is the origin of the shortening.

**From rates to a path.** Over a long time $t$, collisions take the molecule through the whole Maxwell distribution. The distance travelled approaches $\langle v\rangle t$, and the number of collisions approaches $\langle\nu\rangle t=n\sigma\langle g\rangle t$. The average $\langle g\rangle$ is now over both velocities. By the definition in the problem,
$$
\lambda=\frac{\langle v\rangle}{n\sigma\langle g\rangle}
=\lambda_0\,\frac{\langle v\rangle}{\langle g\rangle}.
$$
It remains to find the ratio of the two mean speeds.

**The distribution of the relative velocity.** In a Maxwell distribution each Cartesian component of velocity is Gaussian with zero mean. Its variance is $kT/M$ for the precursor and $kT/m$ for the carrier, where $k$ is Boltzmann's constant. The two velocities are independent before a collision, because the gas is dilute.

The difference of two independent Gaussian variables is again Gaussian, and the variances add. For the $x$ component,
$$
\langle g_x^2\rangle=\langle v_x^2\rangle-2\langle v_x\rangle\langle u_x\rangle+\langle u_x^2\rangle
=\frac{kT}{M}+\frac{kT}{m}.
$$
The middle term vanishes because both means are zero. With the reduced mass
$$
\mu=\frac{Mm}{M+m},\qquad \frac1\mu=\frac1M+\frac1m,
$$
the variance is $kT/\mu$. The relative velocity thus has a Maxwell distribution with $\mu$ in place of the mass.

**The mean length of a Gaussian vector.** Let each component have variance $s^2$. The probability density is $(2\pi s^2)^{-3/2}e^{-g^2/2s^2}$, and a spherical shell has volume $4\pi g^2dg$. Hence
$$
\langle g\rangle=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty g^3e^{-g^2/2s^2}\,dg .
$$
Substitute $y=g^2/2s^2$. Then $g\,dg=s^2dy$ and $g^2=2s^2y$, so the integral becomes
$$
\int_0^\infty (2s^2y)\,e^{-y}\,s^2\,dy=2s^4\int_0^\infty ye^{-y}dy=2s^4 .
$$
Therefore
$$
\langle g\rangle=\frac{8\pi s^4}{(2\pi)^{3/2}s^3}
=\frac{4s}{\sqrt{2\pi}}=\sqrt{\frac{8}{\pi}}\,s .
$$
Setting $s^2=kT/M$ gives the mean speed of the precursor, and setting $s^2=kT/\mu$ gives the mean relative speed:
$$
\langle v\rangle=\sqrt{\frac{8kT}{\pi M}},\qquad
\langle g\rangle=\sqrt{\frac{8kT}{\pi\mu}} .
$$

**The result.** The temperature and the numerical factors cancel in the ratio:
$$
\frac{\langle g\rangle}{\langle v\rangle}=\sqrt{\frac M\mu}
=\sqrt{\frac{M+m}{m}}=\sqrt{1+\frac Mm}.
$$
Consequently
$$
\boxed{\;\lambda=\frac{1}{n\sigma\sqrt{1+M/m}}=\frac{\lambda_0}{\sqrt{1+M/m}}\;}
$$

**Limits.** If $M\ll m$, the factor tends to 1. A light precursor molecule moves so much faster than the carriers that they are almost stationary targets. At $M/m=0.1$ the factor is 1.049.

If $M=m$, the factor is $\sqrt2$.

If $M\gg m$, the relative speed is almost entirely that of the carriers. The collision rate then approaches the constant $n\sigma\langle u\rangle$, while the speed of the heavy molecule falls as $M^{-1/2}$. It is struck at a steady rate while it covers little ground, and $\lambda\approx\lambda_0\sqrt{m/M}$. At $M/m=10$ the full factor is 3.317. These comparisons hold $n$, $\sigma$ and $T$ fixed.

**Why the definition matters.** One could instead choose a molecule at a random instant and ask how far it will travel before its next collision. At speed $v$ the mean waiting time is $1/\nu(v)$, so this distance is $\langle v/\nu(v)\rangle$. It differs from $\lambda=\langle v\rangle/\langle\nu\rangle$.

The two quantities weight the speeds differently. Let $f$ be the Maxwell distribution of the precursor. In equilibrium, collisions bring molecules to each velocity as often as they remove them, so the velocities with which free flights begin are distributed as $f\nu$. The mean flight length is then
$$
\frac{\int f\,\nu\,(v/\nu)\,d^3v}{\int f\,\nu\,d^3v}=\frac{\langle v\rangle}{\langle\nu\rangle}=\lambda ,
$$
in agreement with the long-run definition. The random-instant average uses the weight $f$ alone.

For trimethylaluminium in argon, numerical integration gives $0.5752\,\lambda_0$ for the random-instant distance. This is 3.7 % below $\lambda$.

### (c) Trimethylaluminium in argon

The molecular mass is $M=26.982+3(12.011)+9(1.008)=72.09$ u, and for argon $m=39.95$ u. Thus
$$
\frac Mm=1.8044,\qquad \sqrt{1+\frac Mm}=\sqrt{2.8044}=1.6746 .
$$
The mean free path is $1/1.6746=0.597$ of the value for stationary carriers, a reduction of 40 %. This ratio needs neither the pressure nor the molecular diameters.

The lengths themselves do need them. Two spheres touch when their centres are separated by the sum of their radii:
$$
d=\frac{0.60+0.36}{2}\ \text{nm}=0.48\ \text{nm},\qquad
\sigma=\pi(0.48\ \text{nm})^2=0.724\ \text{nm}^2 .
$$
The ideal gas law, with 1 Torr $=133.32$ Pa, gives
$$
n=\frac{p}{kT}=\frac{133.32\ \text{Pa}}{(1.3806\times10^{-23}\ \text{J/K})(473\ \text{K})}
=2.04\times10^{22}\ \text{m}^{-3}.
$$
Here all of the pressure is assigned to argon, in keeping with the trace limit. The product $nd^3$ is about $2\times10^{-6}$, so the gas is dilute, as the derivation assumed.

With $\sigma=7.24\times10^{-19}\ \text{m}^2$,
$$
\lambda_0=\frac1{n\sigma}=67.7\ \mu\text{m},\qquad
\lambda=\frac{67.7\ \mu\text{m}}{1.6746}=40.4\ \mu\text{m}.
$$
Given the rough diameters, the second length is best read as about 40 µm.

The speeds give the same answer by way of the collision rate. The reduced mass is 25.70 u, and the formulas in (b) yield
$$
\langle v\rangle=372.7\ \text{m/s},\qquad \langle g\rangle=624.2\ \text{m/s}.
$$
The collision rate is $n\sigma\langle g\rangle=9.22\times10^6\ \text{s}^{-1}$, and $372.7/(9.22\times10^6)$ m is again 40.4 µm.

**Comparison with the reactor and the trench.** The Knudsen number is the mean free path divided by the size of the space:
$$
\mathrm{Kn}_{\text{gap}}=\frac{40.4\ \mu\text{m}}{10\ \text{mm}}=0.0040,\qquad
\mathrm{Kn}_{\text{trench}}=\frac{40.4\ \mu\text{m}}{100\ \text{nm}}=404 .
$$
The gap is about 250 mean free paths wide. A precursor molecule crossing it collides many times with argon, and, with no bulk motion as assumed here, its transport is diffusion through the carrier. In a real reactor the carrier also flows, and convection can be comparable with diffusion over this distance. In the trench, a flight of one trench width is about 400 times shorter than the mean free path. Collisions with the walls dominate there, and $\lambda$ is no longer the distance between changes of direction.

**Numerical tests of the factor.** The factor was tested at $M/m=1.8044$ in two ways that do not use the formula for $\langle g\rangle$.

In the first, carriers were placed at random around a precursor molecule, and those that came within the contact distance during a short time were counted. The count with moving carriers exceeded that with stationary ones by a factor of 1.683. The prediction is 1.675, and the statistical scatter is of order one per cent.

In the second, precursor molecules started from rest and were followed through successive hard-sphere collisions. They first came to thermal equilibrium with the carrier. Their path per collision was then $0.5962\,\lambda_0$, against the predicted $0.5971\,\lambda_0$.

### (d) A cross-section that depends on speed

Real molecules attract one another at a distance. In a glancing encounter the attraction has more time to act when the molecules pass slowly, so the effective cross-section for deflection typically falls with relative speed. The repulsive core is also soft, and faster molecules approach more closely, which acts in the same direction. Put $\sigma=Cg^{-a}$.

With moving carriers the mean collision rate is
$$
\langle\nu\rangle=n\langle\sigma g\rangle=nC\langle g^{1-a}\rangle .
$$
With stationary carriers the relative speed is $v$, and the rate is $nC\langle v^{1-a}\rangle$. The comparison keeps the same Maxwell distribution of $v$ in both cases. Fixed carriers do not change a molecule's speed, so each molecule would have its own path $v^a/(nC)$; the stationary path is therefore taken here as the total distance of all molecules divided by their total number of collisions. The mean speed $\langle v\rangle$ is then common to both paths, and the shortening is the ratio of the rates:
$$
\frac{\lambda_0'}{\lambda'}=\frac{\langle g^{1-a}\rangle}{\langle v^{1-a}\rangle}.
$$
The primes mark the paths for this cross-section.

Both $\mathbf g$ and $\mathbf v$ are Gaussian vectors. If the component variance is $s^2$, write the length as $g=sx$. The distribution of $x$ does not depend on $s$, so $\langle g^{1-a}\rangle$ is $s^{1-a}$ times a number that is the same for both vectors. That number cancels:
$$
\frac{\lambda_0'}{\lambda'}=\left(\frac{\sqrt{kT/\mu}}{\sqrt{kT/M}}\right)^{1-a}
=\left(1+\frac Mm\right)^{(1-a)/2}.
$$
For $a=0$ this is the earlier result. As $a$ approaches 1 the factor approaches 1, because the collision rate $n\sigma g$ then no longer depends on relative speed.

The value $a=0.6$ is an illustrative one suggested by the viscosity of gases. It is not fitted to trimethylaluminium in argon, and for real molecules $a$ itself varies with the relative speed. In kinetic theory the viscosity scales as $\sqrt T/\sigma$. Typical relative speeds scale as $\sqrt T$, so $\sigma\propto T^{-a/2}$ and the viscosity grows as $T^{(1+a)/2}$. For $a=0.6$ this is $T^{0.8}$, roughly the behaviour of argon near room temperature; at 473 K its exponent is nearer 0.7. The shortening factor becomes
$$
(2.8044)^{0.2}=1.229 .
$$
This is much less than 1.675. The factor $\sqrt{1+M/m}$ is therefore a property of a constant cross-section, not of all gases.

The length in (c) is less vulnerable than the factor. For any dependence of $\sigma$ on $g$, define the effective cross-section
$$
\bar\sigma=\frac{\langle\sigma g\rangle}{\langle g\rangle}.
$$
Then
$$
\lambda'=\frac{\langle v\rangle}{n\langle\sigma g\rangle}
=\frac{\langle v\rangle}{n\bar\sigma\langle g\rangle}
=\frac1{n\bar\sigma\sqrt{1+M/m}} .
$$
If 0.724 nm² is taken to be $\bar\sigma$ at 473 K, the mean free path remains 40.4 µm. This identification counts only substantial deflections as collisions; with a long-range attraction, counting every slight deflection would give a much larger cross-section and a much shorter path. What changes is the hypothetical path with stationary carriers, which becomes $1.229\times40.4\ \mu\text{m}\approx50\ \mu\text{m}$ instead of 67.7 µm.

### (e) The other simplifications

**Molecular diameters.** At fixed $n$, $\lambda\propto d^{-2}$. If $d$ is 10 % larger, $\lambda$ falls by 17 %. If $d$ is 10 % smaller, $\lambda$ rises by 23 %. Trimethylaluminium is not a sphere, so its diameter is not sharply defined; the 10 % is an illustrative choice.

**Collisions between precursor molecules.** Let a fraction $x$ of all molecules be precursor, with the total density $n$ fixed. Collision rates add. For two precursor molecules the contact distance is 0.60 nm and the mass factor is $\sqrt2$, so
$$
\frac1\lambda=n\left[(1-x)\,\sigma\sqrt{1+\frac Mm}+x\,\pi(0.60\ \text{nm})^2\sqrt2\right].
$$
Relative to the trace limit, $\lambda$ changes by $-0.32$ % for $x=0.01$ and by $-3.1$ % for $x=0.10$. The effect is small because each precursor molecule replaces an argon atom that would also have caused collisions.

**Pairing.** Trimethylaluminium forms the dimer $\mathrm{Al_2(CH_3)_6}$. Let $p_1$ and $p_2$ be the partial pressures of monomer and dimer. In equilibrium
$$
\frac{p_1^2}{p_2}=K=(1\ \text{bar})\,e^{-(\Delta H-T\Delta S)/RT},\qquad p_1+p_2=p_t ,
$$
where $R$ is the gas constant and $p_t$ is the total precursor pressure. Putting $p_2=p_1^2/K$ into the second equation gives $p_1^2+Kp_1-Kp_t=0$, whose positive root is
$$
p_1=\frac{-K+\sqrt{K^2+4Kp_t}}2 .
$$
Take rough dissociation values $\Delta H=85$ kJ/mol and $\Delta S=180$ J/(mol K), with $p_t=0.01$ Torr. At 473 K the dimer fraction $p_2/p_t$ is about $10^{-5}$, so the monomer mass used in (c) is appropriate.

At 300 K and the same 0.01 Torr the estimate gives 0.58; where the precursor pressure is higher, as it may be in a delivery line, the fraction is larger, about 0.95 at 1 Torr. Since $K$ depends exponentially on the rough inputs, this means that a substantial part is paired, not that the fraction is known to two digits. For the dimer $M/m$ doubles, and the hard-sphere factor is $\sqrt{1+3.609}=2.147$. Its mean free path is shortened further by its larger diameter.

**Collisions and loss of direction.** The length $\lambda$ counts collisions; it does not say how soon a molecule forgets its direction. Hard spheres scatter isotropically in the centre-of-mass frame, so the mean velocity after a collision is that of the centre of mass. For a carrier initially at rest this is
$$
\frac{M}{M+m}\,\mathbf v=\frac{72.09}{112.04}\,\mathbf v=0.64\,\mathbf v .
$$
Moving carriers are met more often head-on, which lowers the retained fraction somewhat, to about 0.57 on average. The heavier precursor still keeps much of its forward motion. Treating $\lambda$ as the step of a random walk with independent directions would therefore underestimate its diffusion.

**The real process.** The pressure and temperature in (c) are example values, and a given reactor may work at others. Of the assumptions examined at 473 K, the one that most affects the shortening factor is the constant cross-section: with $a=0.6$ the factor drops from 1.67 to 1.23. For the length itself, the largest sensitivity examined here is to the collision diameter: an assumed 10 % change in $d$ moves $\lambda$ by roughly 20 %. The effective diameter also depends on temperature. Neither changes the two regimes found in (c), since the Knudsen numbers lie far below and far above 1. Pressure has a more direct effect: at fixed temperature $\lambda\propto1/p$, so a reactor at 0.1 Torr would have a mean free path of about 0.4 mm and a gap Knudsen number of 0.04, with the margin shrinking further at lower pressure. The numerical output below lists the values used.

## Computed values

```
INPUTS
mass of Al(CH3)3, M: 72.09 u
mass of Ar, m: 39.95 u
temperature: 473 K
pressure: 1.0 Torr
diameters (rough), Al(CH3)3 and Ar: 0.60, 0.36 nm
RESULTS
mass ratio M/m: 1.8044
factor sqrt(1+M/m): 1.6746
lambda/lambda0: 0.5971
contact distance d: 0.48 nm
cross-section sigma: 0.7238 nm^2
carrier density n: 2.0415e+22 m^-3
reduced mass: 25.70 u
mean speed of Al(CH3)3: 372.7 m/s
mean relative speed: 624.2 m/s
collision rate: 9.224e+06 s^-1
lambda0, carriers at rest: 67.7 um
lambda, carriers moving: 40.4 um
Knudsen number, 10 mm gap: 0.0040
Knudsen number, 100 nm trench: 404
TESTS
factor by counting encounters: 1.683
still-carrier path by counting / lambda0: 1.013
factor by quadrature: 1.6746
lambda/lambda0 by simulation: 0.5962
factor for M/m = 0.1, 1, 10: 1.049, 1.414, 3.317
NEGLECTED EFFECTS
exponent a (rough): 0.6
factor if sigma ~ g^-a: 1.229
lambda change, d 10 % larger: -17 %
lambda change, d 10 % smaller: +23 %
lambda change, 1 % trace gas: -0.32 %
lambda change, 10 % trace gas: -3.1 %
mean of v/rate(v), over lambda0: 0.5752
same, relative to lambda: -3.7 %
dissociation enthalpy (rough): 85 kJ/mol
dissociation entropy (rough): 180 J/(mol K)
trace pressure for pairing: 0.01 Torr
dimer fraction at 473 K: 1.3e-05
dimer fraction at 300 K: 0.58
factor for the dimer: 2.147
```
